# Penalty Constraint on Sphere-Moment Directions in PAW and Its 1/λ Laws

Suppose the energy of two magnetic atoms is wanted with their moments $120^\circ$ apart, while the electrons prefer them antiparallel. A self-consistent calculation started at $120^\circ$ need not stay there: its moments can turn until the torque vanishes. A penalty on the transverse moments holds them near the chosen directions, but it brings three sources of error. In the projector augmented-wave (PAW) method the sphere moment has a one-centre part, and when the penalty is built on that full moment, a potential acting on the smooth grid alone is not the derivative of the penalty energy. The band energy counts the penalty twice. At finite strength the moments still miss their targets, and the energy is biased. The results below fix the operator, the energy correction and the size of the remaining error.

## Setting and conventions

Let $\tilde\psi_n$ be the smooth two-component orbitals, with fixed occupations $f_n$, and let $\boldsymbol\sigma$ be the Pauli matrices. The spin-density vector is $\mathbf m=\sum_n f_n\psi_n^\dagger\boldsymbol\sigma\psi_n$, counted in $\mu_B$ with g-factor 2 and with the sign of the spin. Atomic positions are fixed. The partial waves $\phi_i$, their smooth counterparts $\tilde\phi_i$ and the projectors $p_i$ do not depend on the density, and augmentation spheres do not overlap.

Site $I$ has a fixed real weight $F_I(\mathbf r)$, zero outside a chosen sphere. Its moment is $\mathbf M_I=\int F_I\mathbf m\,d^3r$. For a prescribed unit vector $\mathbf e_I$, define

$$
\mathbf x_I=P_I\mathbf M_I,\qquad P_I=1-\mathbf e_I\mathbf e_I^{T},\qquad
E_p=\lambda\sum_I|\mathbf x_I|^2 .
$$

With energies in eV, $\lambda$ is in eV/$\mu_B^2$. Let $E$ be the energy functional without the penalty. The functional made stationary is $E_\lambda=E+E_p$.

Write $x$ for the list of all transverse components, and let $W(x)$ be the stationary value of $E$ when these components are held at $x$. Put $W_0=W(0)$, $g=\nabla W(0)$ and $K=\nabla\nabla W(0)$. Three assumptions are needed for large $\lambda$:

- (A) Near $x=0$ the constrained states form one smooth branch of local minima at fixed $x$, and $W$ is three times continuously differentiable.
- (B) $g\neq0$: the target arrangement exerts a torque.
- (C) $M_I^0=\mathbf e_I\cdot\mathbf M_I>0$ at $x=0$, and this component varies smoothly with $x$.

**Theorem.** (i) The penalty adds to the PAW Hamiltonian the local spin potential and one-centre coefficients

$$
V_p(\mathbf r)=\sum_I F_I(\mathbf r)\,\mathbf b_I\cdot\boldsymbol\sigma,\qquad
\Delta D_{ij}=\sum_I w^I_{ij}\,\mathbf b_I\cdot\boldsymbol\sigma,\qquad
\mathbf b_I=2\lambda\mathbf x_I,
$$

where $w^I_{ij}=\langle\phi_i|F_I|\phi_j\rangle-\langle\tilde\phi_i|F_I|\tilde\phi_j\rangle$ for $i,j$ on the same site.

(ii) Under (A)–(C), on the branch that tends to $x=0$ as $\lambda\to\infty$,

$$
E_p=\frac{|g|^2}{4\lambda}+O(\lambda^{-2}),\qquad
\delta_I=\frac{|g_I|}{2\lambda M_I^0}+O(\lambda^{-2}),
$$

where $\delta_I$ is the angle in radians between $\mathbf M_I$ and $\mathbf e_I$, and $|g|^2=\sum_I|g_I|^2$.

## The moment and the operator

**Lemma 1 (PAW moment).** If the partial waves are complete inside the augmentation spheres for the occupied orbitals, then

$$
\mathbf M_I=\int F_I\tilde{\mathbf m}\,d^3r+\sum_{ij}w^I_{ij}\boldsymbol\rho_{ij},\qquad
\boldsymbol\rho_{ij}=\sum_n f_n\,c_{in}^\dagger\boldsymbol\sigma c_{jn},\quad c_{in}=\langle p_i|\tilde\psi_n\rangle .
$$

*Proof.* The all-electron orbital is $\psi_n=\tilde\psi_n+\sum_i(\phi_i-\tilde\phi_i)c_{in}$, where $c_{in}$ is a two-component spinor. Outside the augmentation spheres $\phi_i=\tilde\phi_i$, so $\psi_n=\tilde\psi_n$. Inside one, completeness means $\tilde\psi_n=\sum_i\tilde\phi_ic_{in}$, and hence $\psi_n=\sum_i\phi_ic_{in}$. There

$$
\psi_n^\dagger\boldsymbol\sigma\psi_n-\tilde\psi_n^\dagger\boldsymbol\sigma\tilde\psi_n
=\sum_{ij}(\phi_i^*\phi_j-\tilde\phi_i^*\tilde\phi_j)\,c_{in}^\dagger\boldsymbol\sigma c_{jn}.
$$

Multiplying by $f_nF_I$, integrating and summing over $n$ gives the one-centre term. ∎

With a finite set of partial waves the formula is taken as the definition of the constrained moment. Part (i) then still holds, because its proof differentiates this formula and makes no further use of completeness. In ultrasoft notation, $\phi_i^*\phi_j-\tilde\phi_i^*\tilde\phi_j$ is the augmentation function $Q_{ij}(\mathbf r)$ and $w^I_{ij}=\int F_IQ_{ij}\,d^3r$. If $Q_{ij}$ is replaced by a smoothed function, $w^I_{ij}$ must be computed from the same function that enters the moment.

**Proof of part (i).** Collect both terms of Lemma 1 in one spin-independent operator:

$$
\hat W_I=F_I+\sum_{ij}|p_i\rangle w^I_{ij}\langle p_j|,\qquad
\mathbf M_I=\sum_n f_n\langle\tilde\psi_n|\boldsymbol\sigma\hat W_I|\tilde\psi_n\rangle .
$$

The matrix $P_I$ is symmetric and $P_I^2=P_I$, because $\mathbf e_I$ has unit length. Thus $|\mathbf x_I|^2=\mathbf M_I^TP_I\mathbf M_I$, and

$$
\delta E_p=\lambda\sum_I\left(\delta\mathbf M_I^TP_I\mathbf M_I+\mathbf M_I^TP_I\delta\mathbf M_I\right)
=\sum_I2\lambda\mathbf x_I\cdot\delta\mathbf M_I=\sum_I\mathbf b_I\cdot\delta\mathbf M_I .
$$

Since $\hat W_I$ is Hermitian and does not depend on the orbitals,

$$
\delta E_p=\sum_nf_n\langle\delta\tilde\psi_n|\sum_I\mathbf b_I\cdot\boldsymbol\sigma\,\hat W_I|\tilde\psi_n\rangle+\text{c.c.}
$$

The operator between the orbitals is the addition to the Hamiltonian. Its $F_I$ part is $V_p$, and its projector part is $\sum_{ij}|p_i\rangle\Delta D_{ij}\langle p_j|$. The overlap operator is unchanged. ∎

In spin space,

$$
\mathbf b\cdot\boldsymbol\sigma=\begin{pmatrix}b_z&b_x-ib_y\\ b_x+ib_y&-b_z\end{pmatrix}.
$$

The sign is restoring: $\mathbf b_I$ points along the unwanted component $\mathbf x_I$, and the energy $\mathbf b_I\cdot\mathbf M_I$ is lowered by a moment opposite to $\mathbf b_I$.

**Lemma 2 (double counting).** The penalty contributes $2E_p$ to the band energy, so $E_p$ must be subtracted once.

*Proof.* The expectation value of the added operator is $\sum_I\mathbf b_I\cdot\mathbf M_I$. As $\mathbf b_I\perp\mathbf e_I$, only the transverse part of $\mathbf M_I$ contributes, giving $\sum_I2\lambda|\mathbf x_I|^2=2E_p$. The functional $E_\lambda$ contains $E_p$ once. ∎

The usual Hartree and exchange-correlation corrections remain. To report $E$ without the penalty, $2E_p$ is subtracted from the band energy instead.

## The constrained energy and the 1/λ laws

**Lemma 3 (constraining field).** Every stationary state of $E_\lambda$ on the branch in (A) satisfies $\nabla W(x)+2\lambda x=0$. Hence its field is $b=2\lambda x=-\nabla W(x)$.

*Proof.* Let $X$ denote the transverse moments as functionals of the orbitals. Stationarity means $\delta E+2\lambda X\cdot\delta X=0$ for every variation that keeps the orbitals orthonormal. Variations with $\delta X=0$ give $\delta E=0$, so the state is also stationary at fixed $x=X$, and its energy is $W(x)$. A variation along the branch has $\delta X=dx$ and $\delta E=\nabla W\cdot dx$. Inserting these gives $(\nabla W+2\lambda x)\cdot dx=0$ for every $dx$. ∎

**Proof of part (ii).** Put $\epsilon=1/(2\lambda)$. Lemma 3 becomes

$$
G(x,\epsilon)=x+\epsilon\nabla W(x)=0 .
$$

At $\epsilon=0$ the solution is $x=0$, and $\partial G/\partial x$ is the unit matrix there. The implicit function theorem therefore gives one smooth solution $x(\epsilon)$ near zero. Its first approximation is $x=-\epsilon g+O(\epsilon^2)$. Inserting this in $\nabla W(x)=g+Kx+O(|x|^2)$ gives

$$
x=-\epsilon\left[g-\epsilon Kg+O(\epsilon^2)\right]
=-\epsilon g+\epsilon^2Kg+O(\epsilon^3).
$$

The Hessian of $W+\lambda|x|^2$ is $2\lambda+\nabla\nabla W$. It is positive for large $\lambda$ even if $K$ has a negative eigenvalue, so the solution is a local minimum. Since $\lambda=1/(2\epsilon)$,

$$
E_p=\frac{|x|^2}{2\epsilon}
=\frac{\epsilon^2|g|^2-2\epsilon^3g^TKg+O(\epsilon^4)}{2\epsilon}
=\frac{|g|^2}{4\lambda}-\frac{g^TKg}{4\lambda^2}+O(\lambda^{-3}).
$$

For the angle, $\tan\delta_I=|\mathbf x_I|/(\mathbf e_I\cdot\mathbf M_I)$. The numerator is $|g_I|/(2\lambda)+O(\lambda^{-2})$, the denominator is $M_I^0+O(\lambda^{-1})$, and $\tan\delta_I=\delta_I+O(\delta_I^3)$. This gives the stated angle. ∎

The deviation vanishes but the field does not: $b=2\lambda x\to-g$. This finite field is the Lagrange multiplier of the exact constraint. The penalty energy falls because it is half the product of a finite field and a vanishing displacement.

**Corollary (energies).** Inserting $x$ in $W=W_0+g\cdot x+\tfrac12x^TKx+O(|x|^3)$ gives

$$
E-W_0=-\epsilon|g|^2+\epsilon^2g^TKg+\tfrac12\epsilon^2g^TKg+O(\epsilon^3)
=-\frac{|g|^2}{2\lambda}+\frac{3g^TKg}{8\lambda^2}+O(\lambda^{-3}).
$$

To leading order $E-W_0=-2E_p$, and therefore $E_\lambda-W_0=-E_p$. Both energies approach the constrained energy from below. Adding $2E_p$ to $E$ removes the leading bias:

$$
E+2E_p=W_0-\frac{g^TKg}{8\lambda^2}+O(\lambda^{-3}).
$$

## Remarks on other regimes and failures

**Weak penalties.** The $1/\lambda$ law does not extend to small $\lambda$. Differentiating $E_\lambda=W(x)+\lambda|x|^2$ along a smooth branch gives

$$
\frac{dE_\lambda}{d\lambda}=(\nabla W+2\lambda x)\cdot\frac{dx}{d\lambda}+|x|^2=|x|^2 .
$$

If $x$ tends to a nonzero $x_0$ as $\lambda\to0$, then $E_p\approx\lambda|x_0|^2$ rises linearly. Differentiating Lemma 3 gives $(2\lambda+\nabla\nabla W)\,dx/d\lambda=-2x$. Where the matrix on the left is positive,

$$
\frac{d|x|^2}{d\lambda}=-4x^T(2\lambda+\nabla\nabla W)^{-1}x<0 .
$$

The transverse moment thus shrinks while the penalty energy may still grow. For a quadratic $W$ with $g$ along an eigenvector of $K$ with eigenvalue $k>0$, one has $|x|=|g|/(2\lambda+k)$ and

$$
E_p=\frac{\lambda|g|^2}{(2\lambda+k)^2},\qquad
\frac{dE_p}{d\lambda}=|g|^2\frac{k-2\lambda}{(2\lambda+k)^3}.
$$

The maximum lies at $\lambda=k/2$ and equals $|g|^2/(8k)$. The $1/\lambda$ regime requires $2\lambda\gg k$.

**Zero torque.** If $g=0$, then $x=0$ solves Lemma 3 for every $\lambda$. The penalty energy is zero on that branch instead of falling as $1/\lambda$. If a single $g_I$ vanishes, the angle at that site is of order $\lambda^{-2}$ or smaller.

**Wrong branches.** $E_p$ is unchanged by $\mathbf M_I\to-\mathbf M_I$, and it also vanishes when $\mathbf M_I=0$. A small $E_p$ therefore does not prove that the target was reached; the sign and size of $\mathbf e_I\cdot\mathbf M_I$ must be inspected.

The alternative $E_p'=\lambda'\sum_I(|\mathbf M_I|-\mathbf e_I\cdot\mathbf M_I)$ does distinguish the two signs. For small $\mathbf x_I$ its terms are $\lambda'|\mathbf x_I|^2/(2M_I^0)$, so to leading order $\lambda$ is replaced by $\lambda'/(2M_I^0)$ at each site. The angle becomes $|g_I|/\lambda'$, again inversely proportional to the strength.

**Torque balance.** Without spin-orbit coupling or an external field, a common rotation by a small vector $\boldsymbol\omega$ leaves $E$ unchanged and gives $\delta\mathbf M_I=\boldsymbol\omega\times\mathbf M_I$. Stationarity of $E_\lambda$ then requires

$$
0=\sum_I\mathbf b_I\cdot(\boldsymbol\omega\times\mathbf M_I)
=\boldsymbol\omega\cdot\sum_I\mathbf M_I\times\mathbf b_I .
$$

As $\boldsymbol\omega$ is arbitrary, $\sum_I\mathbf M_I\times\mathbf b_I=0$ at any $\lambda$.

**Iteration.** Let a field change produce the transverse response $\delta x=\chi\,\delta b$ in one diagonalization, with $\chi<0$ in a one-component picture and the other potentials held fixed. Recomputing $b=2\lambda x$ after each diagonalization multiplies the error by $2\lambda\chi$. With the other potentials frozen in this way, plain iteration diverges when $2\lambda|\chi|>1$; updating the exchange field in the same step changes the factor and shifts this threshold. Mixing a fraction $\alpha$ of the new field changes the factor to $1-\alpha(1+2\lambda|\chi|)$, so convergence needs $0<\alpha<2/(1+2\lambda|\chi|)$. A strong penalty calls for small steps or for solving the field equations by a Newton-type method.

## Two wells with moments 120° apart

The example is a one-dimensional mean-field model with two electrons in two slightly unequal wells, 2.60 Å apart. Its magnetic energy is $-(I/4)\sum_I|\mathbf M_I|^2$ with $I=3.00$ eV/$\mu_B^2$. Each site has one even and one odd partial wave. The wells are Gaussians of depth 18.0 and 18.6 eV and standard deviation 0.30 Å, on a grid of step 0.05 Å in a 12 Å box, with the 40 lowest one-electron states per spin as basis. The augmentation radius is 0.90 Å. The weight $F_I$ equals 1 up to 0.60 Å from the site and falls as a squared cosine to zero at 1.20 Å.

In the exactly constrained state the moments are 0.796 and 0.803 $\mu_B$. The smooth grid supplies only 0.604 and 0.602 $\mu_B$ of these magnitudes, so the one-centre term matters. The PAW moments differ from those of the reconstructed orbitals by at most $1.5\times10^{-4}\,\mu_B$, which is the effect of the incomplete partial waves on the moment in this state. The incompleteness itself is larger: inside each sphere the remainder $\tilde\psi_n-\sum_i\tilde\phi_ic_{in}$ is about 2% of the smooth orbitals in norm. In a separate test with random orbitals, the full operator reproduced finite-difference derivatives of $E_p$ to a relative error of about $10^{-8}$. Without $\Delta D_{ij}$ the error was 24% of the norm of those derivatives for one random draw; other draws give values from about 12% to over 80%.

All moments lie in one plane, so each site has one transverse component, positive when the moment's angle increases. Differentiating the constrained energy numerically gives $g_1=0.1431$ and $g_2=-0.1420$ eV/$\mu_B$. The fourth digit belongs to this grid and these partial waves: applying the weight to the all-electron orbitals gives 0.1429 and $-0.1418$, and refining the step to 0.0125 Å raises those magnitudes by about 0.00025. The predicted coefficient is

$$
\lambda E_p\to\frac{0.1431^2+0.1420^2}{4}=0.01016\ \mathrm{eV^2}/\mu_B^2 .
$$

For site 1 the angular coefficient is

$$
\lambda\delta_1\to\frac{0.1431}{2(0.7963)}\,\frac{180^\circ}{\pi}=5.15^\circ\ \mathrm{eV}/\mu_B^2 .
$$

Self-consistent penalty solutions give:

| $\lambda$ (eV/$\mu_B^2$) | $E_p$ (meV) | $\delta_1$ (deg) |
|---:|---:|---:|
| 0.01 | 2.74 | 29.3 |
| 0.1 | 15.57 | 21.6 |
| 1 | 8.53 | 4.79 |
| 10 | 1.000 | 0.512 |
| 100 | 0.1014 | 0.0515 |
| 1000 | 0.01016 | 0.00515 |

At $\lambda=10$ eV/$\mu_B^2$ the asymptotic formulas predict 1.016 meV and $0.515^\circ$, close to the computed values. Between 100 and 1000 eV/$\mu_B^2$ the logarithmic slopes are $-0.999$ for the energy and $-1.000$ for both angles. To bring $\delta_1$ down to $0.1^\circ$, the law asks for $\lambda\approx5.15/0.1\approx52$ eV/$\mu_B^2$, where $E_p\approx0.0102/52$ eV, or 0.20 meV.

The curvature sets the first correction. From $K_{11}=0.0752$, $K_{12}=-0.0752$ and $K_{22}=0.0747$ eV/$\mu_B^2$, and with $g_1\approx-g_2$,

$$
\frac{g^TKg}{|g|^2}\approx\frac{K_{11}+K_{22}-2K_{12}}{2}=0.150\ \mathrm{eV}/\mu_B^2 .
$$

At $\lambda=10$ eV/$\mu_B^2$ the relative correction to $x$ is about $0.150/20=0.0075$. The measured relative error of the leading formula is 0.0077; using $x=-(2\lambda+K)^{-1}g$ reduces it to 0.00016.

The energy bias also follows the corollary. At $\lambda=100$ eV/$\mu_B^2$, $(E-W_0)/E_p=-2.001$ and $(E_\lambda-W_0)/E_p=-1.001$. The unpenalized energy is therefore about $2(0.1014)=0.203$ meV too low.

Torque balance explains the slightly different fields. In the exact limit, $0.7963\times0.1431$ and $0.8026\times0.1420$ both equal 0.114 eV, so the smaller moment carries the larger field.

At weak coupling the trend reverses, as the remark on weak penalties allows. The largest sampled $E_p$ is 18.1 meV, at $\lambda=0.18$ eV/$\mu_B^2$; the maximum is flat and lies near 0.20 eV/$\mu_B^2$. The quadratic model with $k=0.150$ eV/$\mu_B^2$ would put the maximum at 0.075 eV/$\mu_B^2$, with height $0.0406/(8\times0.150)$ eV, or 34 meV. It fails here because the moments have turned far from their targets, where the expansion about $x=0$ is no longer accurate.

At $\lambda=0.01$ eV/$\mu_B^2$ the deviations are $29.3^\circ$ and $28.5^\circ$ in opposite senses. The angle between the moments has opened to $120^\circ+29.3^\circ+28.5^\circ=177.8^\circ$, nearly antiparallel. For a target of $180^\circ$ the exactly constrained state needs no transverse field within rounding error. This is the zero-torque case, in which there is no $1/\lambda$ tail to observe.

## Computed results

```
hbar^2/(2m) = 3.80998 eV A^2
well depths = 18.0, 18.6 eV; Gaussian width = 0.30 A
site distance = 2.60 A; box length = 12.0 A
grid step = 0.05 A; basis functions per spin = 40
augmentation radius = 0.90 A
weight: flat to 0.60 A, zero from 1.20 A
Stoner parameter I = 3.00 eV/muB^2; target angle = 120 deg
isolated-well levels = -5.8666, -6.1676 eV
site 1 w_even,even = 0.20684, w_odd,odd = 0.00123 (no unit)
site 2 w_even,even = 0.21539, w_odd,odd = 0.00130 (no unit)
gradient test: relative error = 7.6e-09
gradient test: relative error without D_ij term = 0.2428
Exactly constrained state:
  energy W0 = -13.291144 eV
  gap = 1.6375 eV
  site 1: M = 0.79626 muB, g = 0.143097 eV/muB
    smooth-grid part of |M| = 0.60416 muB
  site 2: M = 0.80264 muB, g = -0.141959 eV/muB
    smooth-grid part of |M| = 0.60203 muB
  largest PAW-minus-rebuilt moment = 1.53e-04 muB
  K11, K12, K22 = 0.07521, -0.07523, 0.07469 eV/muB^2
lam*E_p limit, sum g^2/4 = 1.015731e-02 eV^2/muB^2
lam*angle limits = 5.14839, 5.06681 deg eV/muB^2
lam (eV/muB^2) | E_p (meV) | angles 1, 2 (deg) | b1, b2 (eV/muB)
 1000.00 | 0.010156 | 0.00515, 0.00507 | -0.143087, 0.141948
  100.00 | 0.101420 | 0.05145, 0.05064 | -0.142990, 0.141852
   10.00 | 1.000319 | 0.51172, 0.50357 | -0.142010, 0.140875
    1.00 | 8.530093 | 4.79110, 4.71156 | -0.131163, 0.130064
    0.10 | 15.565447 | 21.64475, 21.17019 | -0.056134, 0.055454
    0.01 | 2.741918 | 29.32767, 28.51908 | -0.007467, 0.007343
largest sampled E_p = 18.0550 meV at lam = 0.1778 eV/muB^2
log slope of E_p, lam 100 to 1000 = -0.99941
log slopes of angles, lam 100 to 1000 = -0.99977, -0.99976
lam=10: relative error of x, leading = 7.67e-03, with K = 1.64e-04
lam=100: (E_DFT-W0)/E_p = -2.00075, (E_total-W0)/E_p = -1.00075
lam=1: dE_total/dlam = 8.530780e-03, sum x^2 = 8.530093e-03 muB^2
collinear 180 deg target: largest |b| = 4.1e-17 eV/muB
```
